# Single and double jumps from the cumulants of adatom displacement

## The question

An adatom moves along a straight surface channel whose binding sites are equally spaced and equivalent. It jumps to a nearest site at rate $r_1$ in each direction, and directly to a second-nearest site at rate $r_2$ in each direction. The total double-jump rate is therefore $2r_2$. Jumps are independent of one another, have no memory, and take a time negligible beside the wait between them. The channel is long enough for its ends to be ignored until part (e).

The displacement $x$ after a hold time $t$ is an integer, measured in lattice spacings. Write $m_n=\langle x^n\rangle$. The cumulants $c_n$ are defined by

$$\ln\langle e^{ikx}\rangle=\sum_{n\ge1}c_n\frac{(ik)^n}{n!}.$$

For parts (b) and (d), use this displacement distribution for $t=5$ s. It was computed from the model for a pair of rates to be found, and is not a measurement. $P_n$ is the probability of $x=+n$, equal to that of $x=-n$.

| $n$ | $P_n$ |
|---|---|
| 0 | 0.44569769 |
| 1 | 0.20303639 |
| 2 | 0.05865130 |
| 3 | 0.01277244 |
| 4 | 0.00228517 |
| 5 | 0.00035140 |
| 6 | 0.00004783 |
| 7 | 0.00000588 |

With the small probabilities beyond $n=7$ included, $m_2=1.2000$ and $m_4=6.1200$.

## (a) Find $r_1$ and $r_2$ in terms of $c_2$, $c_4$ and $t$. Confirm the cumulants from the equations of motion of the moments.

**Answer.** Let $p_n(t)$ be the probability of displacement $n$. Gain from and loss to the four accessible sites give

$$\dot p_n=r_1(p_{n+1}+p_{n-1}-2p_n)+r_2(p_{n+2}+p_{n-2}-2p_n).$$

Multiply by $e^{ikn}$ and sum over $n$, with $\phi(k,t)=\sum_n e^{ikn}p_n$. Relabelling the sum gives $\sum_n e^{ikn}p_{n-l}=e^{ikl}\phi$, so the terms $+l$ and $-l$ combine into $2\cos kl$:

$$\dot\phi=2\left[r_1(\cos k-1)+r_2(\cos2k-1)\right]\phi .$$

The adatom starts at $x=0$, so $\phi(k,0)=1$ and

$$\ln\phi=2t\left[r_1(\cos k-1)+r_2(\cos2k-1)\right].$$

Insert $\cos kl-1=-k^2l^2/2+k^4l^4/24-\dots$:

$$\ln\phi=-\frac{k^2}{2}\,2t(r_1+4r_2)+\frac{k^4}{24}\,2t(r_1+16r_2)-\dots$$

The definition of the cumulants reads $\ln\phi=-c_2k^2/2+c_4k^4/24-\dots$ for a symmetric distribution. Hence

$$c_2=2t(r_1+4r_2),\qquad c_4=2t(r_1+16r_2).$$

A jump of length $l$ enters $c_2$ with weight $l^2$ and $c_4$ with weight $l^4$, and this difference separates the two rates. Subtraction removes $r_1$, and the combination $4c_2-c_4$ removes $r_2$:

$$c_4-c_2=2t(16-4)r_2=24\,t\,r_2,\qquad 4c_2-c_4=2t(4-1)r_1=6\,t\,r_1 .$$

Therefore

$$\boxed{r_2=\frac{c_4-c_2}{24\,t},\qquad r_1=\frac{4c_2-c_4}{6\,t}.}$$

For single jumps alone $c_4=c_2$ at every $t$; for double jumps alone $c_4=4c_2$. Both rates are non-negative when $c_2\le c_4\le4c_2$. Two single jumps that happen to follow each other are not mistaken for a double jump on average, because they are already contained in the single-jump result $c_4=c_2$.

To express $c_4$ through moments, expand $\phi=1-m_2k^2/2+m_4k^4/24-\dots$ and use $\ln(1+u)=u-u^2/2+\dots$. The coefficient of $k^4$ is $m_4/24-m_2^2/8$, so

$$c_2=m_2,\qquad c_4=m_4-3m_2^2 .$$

For the confirmation, a jump by $l$ changes $x^n$ to $(x+l)^n$. Odd powers of $l$ cancel between the two directions, which leaves

$$\dot m_2=2r_1+8r_2=2S,\qquad S=r_1+4r_2,$$

$$\dot m_4=\sum_{l=1,2}r_l\left(12\,l^2m_2+2\,l^4\right)=12S\,m_2+2r_1+32r_2 .$$

The first gives $m_2=2St$. The second then integrates to

$$m_4=12S^2t^2+2t(r_1+16r_2).$$

Since $3m_2^2=12S^2t^2$, subtracting it leaves the same $c_4$ as before. The subtracted term is the fourth moment of a Gaussian of the same variance. It grows as $t^2$, while the part that carries the jump lengths grows as $t$.

## (b) Evaluate both rates from the data. What would follow if $m_4$ were used in place of $c_4$? For a spacing $a=0.27$ nm, find the diffusion coefficient.

**Answer.** The fourth cumulant is

$$c_4=6.1200-3(1.2000)^2=6.1200-4.3200=1.8000 .$$

The rates per direction are

$$r_2=\frac{1.8000-1.2000}{24\times5\ \text{s}}=0.0050\ \text{s}^{-1},\qquad r_1=\frac{4.8000-1.8000}{6\times5\ \text{s}}=0.100\ \text{s}^{-1}.$$

These are the rates from which the distribution was computed.

With the raw moment, $r_2$ would come out as $(6.1200-1.2000)/(120\ \text{s})=0.041\ \text{s}^{-1}$, about eight times the true value. The excess is $3m_2^2/(24t)=m_2^2/(8t)$, which grows with the hold time. The other rate would be $r_1=(4.8000-6.1200)/(30\ \text{s})=-0.044\ \text{s}^{-1}$, and a negative rate is impossible.

The diffusion coefficient follows from the variance:

$$D=\frac{c_2a^2}{2t}=\frac{1.2000\,(0.27\ \text{nm})^2}{10\ \text{s}}=0.0087\ \text{nm}^2/\text{s}=8.7\times10^{-17}\ \text{cm}^2/\text{s}.$$

Double jumps are $0.005/0.105\approx5\%$ of all jumps but supply $4r_2/(r_1+4r_2)=0.02/0.12\approx17\%$ of $D$. The value of $D$ alone fixes only the sum $r_1+4r_2$.

## (c) How do the results change (i) if forward and backward rates differ, and (ii) if triple jumps occur at rate $r_3$ in each direction?

**Answer.** (i) Let $r_l^{+}$ and $r_l^{-}$ be the forward and backward rates. The same Fourier transform gives

$$\ln\phi=t\sum_l\left[r_l^+(e^{ikl}-1)+r_l^-(e^{-ikl}-1)\right],$$

and hence

$$c_n=t\sum_l l^n\left[r_l^++(-1)^nr_l^-\right].$$

Even cumulants contain the sum $r_l^++r_l^-$ where $2r_l$ stood before. The formulas of part (a) then return the averages $(r_l^++r_l^-)/2$. The mean displacement is no longer zero, so $c_2$ and $c_4$ must be formed from moments about the mean.

(ii) Triple jumps add $2t\cdot9r_3=18tr_3$ to $c_2$ and $2t\cdot81r_3=162tr_3$ to $c_4$. The two combinations change by

$$\Delta(c_4-c_2)=144\,t\,r_3,\qquad\Delta(4c_2-c_4)=(72-162)\,t\,r_3=-90\,t\,r_3 .$$

Dividing by $24t$ and $6t$ gives the apparent rates

$$r_2^{\rm app}=r_2+6r_3,\qquad r_1^{\rm app}=r_1-15r_3 .$$

Suppose that $r_3/r_2=r_2/r_1$, an assumption made only to set a size. Then $r_3=0.00025\ \text{s}^{-1}$, $r_2^{\rm app}=0.0065\ \text{s}^{-1}$ and $r_1^{\rm app}=0.096\ \text{s}^{-1}$. The double-jump rate is 30% too high although triples are twenty times rarer than doubles.

The sixth cumulant, $c_6=2t(r_1+64r_2+729r_3)$, can expose them. In $c_6-5c_4+4c_2$ the coefficient of $r_1$ is $1-5+4=0$, that of $r_2$ is $64-80+16=0$, and that of $r_3$ is $729-405+36=360$. Thus

$$r_3=\frac{c_6-5c_4+4c_2}{720\,t},$$

provided that no longer jumps occur.

## (d) The moments are estimated from $N$ independent displacements. Find the standard error of $r_2$ for large $N$, evaluate it for $N=2000$, and discuss the choice of hold time.

**Answer.** The estimator is $(\hat m_4-3\hat m_2^2-\hat m_2)/(24t)$, where hats mark sample averages. For small deviations $\delta m_n$ from the true moments,

$$\delta r_2=\frac{\delta m_4-(6c_2+1)\,\delta m_2}{24t}.$$

This is the deviation of the sample average of a single function, $g(x)=x^4-(6c_2+1)x^2$, divided by $24t$. The variance of an average of $N$ independent terms is the single-term variance over $N$, so

$$\sigma(r_2)=\frac{\sqrt{\operatorname{Var}g}}{24\,t\,\sqrt N}.$$

Here $6c_2+1=8.2$. The values of $g$ for $|x|=1,\dots,7$ are $-7.2$, $-16.8$, $7.2$, $124.8$, $420$, $1000.8$ and $1999.2$. The table gives $2\sum_nP_ng_n^2\approx393$, and the mean is $\langle g\rangle=6.12-8.2\times1.20=-3.72$. Hence $\operatorname{Var}g\approx393-14=379$, and

$$\sigma(r_2)\approx\frac{19.5}{120\ \text{s}\times44.7}=0.0036\ \text{s}^{-1}.$$

Including displacements beyond 7 raises this to $0.0037\ \text{s}^{-1}$, which is 75% of $r_2$ itself. An individual experiment can even return a negative $r_2$.

The table shows where the error comes from. Displacements with $4\le|x|\le7$ have a total probability of 0.0054, or about 11 events in 2000, yet they supply about 86% of the sum 393.

An event-by-event simulation of 500 experiments, each with 2000 displacements, gave a scatter of $0.0038\ \text{s}^{-1}$ in $r_2$, in agreement with the prediction. All $10^6$ displacements together gave $r_1=0.1002\ \text{s}^{-1}$ and $r_2=0.0049\ \text{s}^{-1}$, the latter with a standard error of $0.0002\ \text{s}^{-1}$.

A 10% standard error in $r_2$ at $t=5$ s needs about $1.1\times10^5$ displacements. The full histogram holds more information than two cumulants: for unbiased estimates with both rates unknown, the Fisher information sets a lower bound of about $3.1\times10^4$ displacements for the same error.

The hold time has an optimum because the error grows at both ends:

- **Short times.** At most one jump matters, and $c_2\to0$. Then $g=1-1=0$ for a single jump and $g=16-4=12$ for a double jump, so $\operatorname{Var}g\approx2r_2t\cdot144$. This gives $\sigma^2\approx r_2/(2Nt)$: too few double jumps are seen.
- **Long times.** The distribution approaches a Gaussian, and $g\approx x^4-6c_2x^2$. With the Gaussian moments $3c_2^2$, $15c_2^3$ and $105c_2^4$, $\langle g^2\rangle=(105-180+108)c_2^4=33c_2^4$ and $\langle g\rangle=-3c_2^2$, so $\operatorname{Var}g\approx24c_2^4$. With $c_2=2St$ this gives $\sigma^2\approx2S^4t^2/(3N)$: the jump lengths are buried under the Gaussian spread.

These limits show that a minimum exists but do not locate it. Because every cumulant is proportional to $t$, $\operatorname{Var}g$ is a polynomial of fourth degree in $t$. For these rates, with $t$ in seconds, $\operatorname{Var}g=1.44t+6.36t^2+1.49t^3+0.080t^4$. The two limits are its first and last terms. Between about 0.3 s and 15 s the two middle terms dominate, and the limits alone would understate the error by up to a factor of about three. For these rates and fixed $N=2000$, the smallest error from the cumulants occurs at $t=0.94$ s. It is $0.00285\ \text{s}^{-1}$, still 57% of $r_2$.

## (e) Find the effect of (i) a rate that varies from run to run, (ii) jumps during heating and cooling, and (iii) closed channel ends. Relate the numbers to a nickel adatom on W(211).

**Answer.** (i) Let both rates be multiplied by a factor $f$ that is constant within a run but differs between runs. In one run the second and fourth moments are $fc_2$ and $fc_4+3f^2c_2^2$. Averaging over runs and then forming the cumulant gives

$$c_4^{\rm app}=\langle f\rangle c_4+3\langle f^2\rangle c_2^2-3\langle f\rangle^2c_2^2=\langle f\rangle c_4+3\operatorname{Var}(f)\,c_2^2 .$$

With $c_2^{\rm app}=\langle f\rangle c_2$, the formula of part (a) returns

$$r_2^{\rm app}=\langle f\rangle r_2+\frac{\operatorname{Var}(f)\,c_2^2}{8t}.$$

Take an Arrhenius rate with a barrier of 0.5 eV at 190 K, and let half the runs be 1 K too cold and half 1 K too hot. The factors are 0.851 and 1.173, so $\langle f\rangle=1.012$ and $\operatorname{Var}(f)=0.0260$. Then

$$r_2^{\rm app}=0.00506+\frac{0.0260\times1.44}{40}=0.0060\ \text{s}^{-1},$$

which is 20% too high. Slow and fast runs mixed together broaden the tails, as double jumps do.

(ii) Displacements made during heating, holding and cooling are independent, so the logarithms of their characteristic functions add, and so do their cumulants. A run with the same ramps but no hold measures the part to be subtracted. For linear ramps between 130 K and 190 K at 20 K/s, with the same barrier for both kinds of jump, the model gives:

- no hold: $c_2=0.14$, $c_4=0.21$;
- complete run: $c_2=1.34$, $c_4=2.01$.

Ignoring the ramps gives $r_2=0.67/120=0.0056\ \text{s}^{-1}$ and $r_1=(5.36-2.01)/30=0.112\ \text{s}^{-1}$, both 12% too high. Subtraction restores $c_2=1.20$ and $c_4=1.80$, and with them the true rates.

(iii) On a channel of 21 sites from which jumps over the ends are forbidden, pooling all starting sites equally gives $r_1=0.092\ \text{s}^{-1}$ and $r_2=0.0047\ \text{s}^{-1}$, which are 8% and 7% too low. Starting at the central site gives 0.100 and $0.0050\ \text{s}^{-1}$, since the ends are hardly ever reached in 5 s.

**The real case.** Nickel on W(211) moves along atomic channels, and its position can be imaged by field-ion microscopy between heating periods. The spacing of 0.27 nm is that of the W(211) channels. The barrier of 0.5 eV is an illustrative value, not a measured one for nickel, and the two jump rates, the hold time and $N$ are chosen. For a cosine-shaped barrier and the mass of nickel, the classical transition-state rate at 190 K is about $0.13\ \text{s}^{-1}$ per direction, so the chosen $r_1$ has a sensible size for this barrier and temperature. The rate is very sensitive to the barrier: a change of 0.05 eV alters it about twentyfold at 190 K, and the temperature of an experiment would have to be adjusted accordingly. The sizes found above change with it: for a barrier of 0.3 eV a rate of $0.1\ \text{s}^{-1}$ is reached at about 114 K, and the same $\pm1$ K scatter then gives $r_2^{\rm app}=0.0078\ \text{s}^{-1}$, 56% too high. At 0.5 eV and 190 K, tunnelling through a parabolic barrier top would raise the rate by about 1.5%, and quantised vibration in the well by about as much again, 3% in all; neither alters the recovery of rates from cumulants. At a constant thermal speed $\sqrt{k_{\rm B}T/m}$, with $m$ the mass of the adatom, a flight over two sites would take about 3 ps; the speed gained in the wells between barriers shortens it. The mean wait is 4.8 s, so the jumps can be treated as instantaneous. Real channels are finite and real temperatures are imperfectly reproduced, with the consequences sized above. For $r_2$ at $N=2000$, and for the barrier and channel length chosen here, these shifts are all smaller than the sampling error of the cumulant estimate, $0.0037\ \text{s}^{-1}$; a lower barrier enlarges the shift from temperature scatter, and a shorter channel the shift from the ends. They do not shrink as $N$ grows, so they must be removed before a larger data set can give a reliable double-jump rate. The numerical output below lists the values used.

## Computed results

```
chosen r1, r2 per direction: 0.1000, 0.0050 1/s
hold time: 5.0 s; temperature: 190 K
rough spacing: 0.27 nm; rough barrier: 0.50 eV
classical rate per direction, cosine channel: 0.129 1/s
probability of x = +0 (same for -0): 0.44569769
probability of x = +1 (same for -1): 0.20303639
probability of x = +2 (same for -2): 0.05865130
probability of x = +3 (same for -3): 0.01277244
probability of x = +4 (same for -4): 0.00228517
probability of x = +5 (same for -5): 0.00035140
probability of x = +6 (same for -6): 0.00004783
probability of x = +7 (same for -7): 0.00000588
c2: 1.2000 sites^2
raw fourth moment: 6.1200 sites^4
c4: 1.8000 sites^4
recovered r1: 0.10000 1/s
recovered r2: 0.00500 1/s
shift of r2 with wider site window: 8.7e-18 1/s
false r2 from raw fourth moment: 0.04100 1/s
diffusion coefficient: 0.00875 nm2/s = 8.748e-17 cm2/s
drift test, recovered r1, r2: 0.1000, 0.0050 1/s
simulated walkers: 1000000
simulation r1, r2: 0.10019, 0.00494 1/s
standard error of simulation r2: 0.00017 1/s
observations in one experiment: 2000
predicted standard error of r1: 0.01382 1/s
predicted standard error of r2: 0.00374 1/s
scatter of r2 over 500 simulated experiments: 0.00379 1/s
histogram bound on error of r2: 0.00196 1/s
observations for 10% error of r2, cumulants: 1.12e+05
observations for 10% error of r2, histogram: 3.08e+04
best hold time for r2 from cumulants: 0.94 s
error of r2 at best hold time: 0.00285 1/s
assumed triple-jump rate r3: 0.00025 1/s
with triples, apparent r1, r2: 0.09625, 0.00650 1/s
r3 recovered with sixth cumulant: 0.00025 1/s
21 closed sites, all starts, r1, r2: 0.09213, 0.00466 1/s
21 closed sites, centre start, r1, r2: 0.10000, 0.00500 1/s
rate factors at -1 K and +1 K: 0.8508, 1.1734
with 1 K scatter, apparent r1, r2: 0.09746, 0.00600 1/s
ramp speed: 20 K/s, from and to 130 K
zero-hold run c2, c4: 0.1400 sites^2, 0.2100 sites^4
full run c2, c4: 1.3400 sites^2, 2.0100 sites^4
ramps ignored, apparent r1, r2: 0.11167, 0.00558 1/s
ramps subtracted, r1, r2: 0.10000, 0.00500 1/s
tunnelling factor on the rate: 1.0151
thermal flight time over two sites: 3.29 ps
mean residence time: 4.76 s
```
